# How Depletion Keeps Semiconductor Band Edges Nearly Fixed Under Bias

Suppose the rate of electron transfer from an n-type semiconductor electrode to an acceptor in solution is to be calculated as a function of applied potential. The potential can enter in two places. It can shift the conduction-band edge at the surface relative to the acceptor level, which changes the energetics of the transfer step. Or it can leave that edge where it is and change the number of electrons that reach the surface. For a bias change of 0.5 V the first choice moves an energy in the rate constant by 0.5 eV; the second leaves the rate constant alone and changes a concentration by many powers of ten. One must know which part of the bias goes where before the calculation can begin.

The claim to be examined is that the whole bias moves the band edges relative to the solution levels. One depletion layer is enough to refute it.

## Two potential drops

Let $U$ be the electrode potential and $U_{\rm fb}$ its value at flat band, where the semiconductor has no space charge. Define $V=U-U_{\rm fb}$. Ohmic drops are negligible, so a change of $V$ appears in two places:

$$V=\varphi+\eta .$$

Here $\varphi$ is the potential of the semiconductor bulk minus that of its surface. The quantity $\eta$ is the potential of the surface minus that of the solution, counted from its value at flat band. It is the change of the drop across the Helmholtz layer, the molecular layer between the surface and the nearest ions.

Electron energy is $-q$ times potential, with $q>0$ the elementary charge. Relative to levels in solution, three changes follow:

- the bulk Fermi level moves by $-qV$;
- both band edges at the surface move by $-q\eta$;
- the surface band edges therefore move by $-q\eta+qV=q\varphi$ relative to the bulk Fermi level.

Positive $V$ bends the bands upward toward the surface and repels electrons from it. In a metal the interior drop is negligible, so $\varphi=0$ and $\eta=V$: all levels move together against the solution. The claim under examination carries this metallic result over to a material in which $\varphi$ need not vanish.

## The counter-example

Take a planar n-type semiconductor with relative permittivity 10 and ionized donors of density $N=10^{17}\ \mathrm{cm^{-3}}$, at 298.15 K, where $kT/q=25.69$ mV. The Helmholtz layer has constant capacitance $C_H=20\ \mathrm{\mu F/cm^2}$. These are round model parameters. The solution composition, including its pH, is fixed, so that adsorbed ions do not shift $U_{\rm fb}$. There are no surface states for now, and holes are removed by the solution as fast as they arrive. The bias is $V=1$ V.

**Charge in the semiconductor.** Let $x$ run from the surface into the bulk, and let $w(x)$ be the potential of the bulk minus that at $x$, in units of $kT/q$. Its surface value is $u=q\varphi/kT$. An electron at $x$ has energy $kT\,w$ above its bulk value, so Boltzmann statistics give the density $Ne^{-w}$. The charge density is $\rho=qN(1-e^{-w})$.

With permittivity $\varepsilon$, Poisson's equation says that the second derivative of the potential is $-\rho/\varepsilon$. Since $w$ contains minus the local potential, the sign reverses:

$$w''=\frac{q\rho}{\varepsilon kT}=\frac{1-e^{-w}}{L^2},\qquad L^2=\frac{\varepsilon kT}{q^2N}.$$

Multiply by $w'$. The left side becomes the derivative of $w'^2/2$, the right side that of $(w+e^{-w})/L^2$. In the bulk $w=w'=0$, which fixes the constant:

$$\tfrac12 w'^2=\frac{e^{-w}+w-1}{L^2}.$$

The charge per area is the integral of $\rho$ over depth,

$$\sigma_{sc}=\int_0^\infty\rho\,dx=\frac{\varepsilon kT}{q}\int_0^\infty w''dx=-\frac{\varepsilon kT}{q}\,w'(0).$$

For positive $u$, $w$ falls toward the bulk, so $w'(0)<0$ and the charge is positive, as it must be for uncovered donors. Squaring and inserting $L^2$ gives

$$\sigma_{sc}^2=2\varepsilon kTN\,(e^{-u}+u-1).$$

In depletion $u$ is several units or more and $e^{-u}$ can be dropped. With $kT\,u=q\varphi$,

$$\sigma_{sc}^2=2\varepsilon qN\left(\varphi-\frac{kT}{q}\right).$$

The term $kT/q$ comes from electrons that spread into the edge of the depleted region.

**Sharing the bias.** The interface as a whole is neutral. The charge on the semiconductor side is matched by ions across the Helmholtz layer, so $\sigma_{sc}=C_H\eta$. Put this into the last equation with $\varphi=V-\eta$, and write $V'=V-kT/q$:

$$C_H^2\eta^2=2\varepsilon qN(V'-\eta).$$

Division by $C_H^2$ brings in the voltage $\gamma=\varepsilon qN/C_H^2$:

$$\eta^2+2\gamma\eta-2\gamma V'=0,\qquad \eta=-\gamma+\sqrt{\gamma^2+2\gamma V'} .$$

The positive root is taken because $\sigma_{sc}$, and hence $\eta$, is positive.

**Numbers.** Here $\gamma=0.0355$ mV and $V'=0.9743$ V. The square root is 8.313 mV, so

$$\eta=8.313-0.0355\approx8.28\ \mathrm{mV},\qquad \varphi=0.9917\ \mathrm{V}.$$

The bulk Fermi level has moved by $-1$ eV relative to the solution, while the surface band edges have moved by $-8.28$ meV. The depletion layer has absorbed 99.2 % of the bias, and the claim is false.

The charge explains why. It is $C_H\eta=0.166\ \mathrm{\mu C/cm^2}$, which corresponds to fully depleted donors over $\sigma_{sc}/(qN)=103$ nm. This modest charge, acting across a thick layer, supports nearly a volt. The same charge across the Helmholtz layer, with its much larger capacitance, supports only a few millivolts.

## The correct statement

For a small change of bias, the surface band edges move relative to the solution levels by the fraction

$$s=\frac{d\eta}{dV}=\frac{C_{sc}+C_{ss}}{C_{sc}+C_{ss}+C_H}$$

of the shift that a metal would show. Here $C_{sc}=d\sigma_{sc}/d\varphi$ is the space-charge capacitance, and $C_{ss}=d\sigma_{ss}/d\varphi$ is that of surface states whose charge follows the band bending. All capacitances are per area. The edges are nearly fixed when $C_{sc}+C_{ss}\ll C_H$. Depletion without active surface states usually meets this condition at moderate doping, but the condition, not the word "semiconductor", decides.

**Proof.** Let $\sigma=\sigma_{sc}+\sigma_{ss}$ be the charge gained by the semiconductor side since flat band. Neutrality gives $\sigma=C_H\eta$. For a small change,

$$C_H\,d\eta=(C_{sc}+C_{ss})\,d\varphi .$$

The drops add, so $d\varphi=dV-d\eta$. Substitution gives

$$C_H\,d\eta=(C_{sc}+C_{ss})(dV-d\eta),$$

and collecting the terms in $d\eta$ on the left,

$$(C_H+C_{sc}+C_{ss})\,d\eta=(C_{sc}+C_{ss})\,dV ,$$

which is the stated law. $\square$

The space charge and the surface states share one potential change $d\varphi$, so they act in parallel. Together they carry the same charge as the Helmholtz layer, so they are in series with it. In a series circuit the smaller capacitance takes the larger voltage. As $C_{sc}\to\infty$ the fraction tends to 1 and the metallic result returns.

The proof uses a constant $C_H$ only in the step from $\sigma=C_H\eta$ to $d\sigma=C_H\,d\eta$. If the solution side has a charge-dependent capacitance, for instance because a diffuse ion layer matters, its differential value takes the place of $C_H$. A dilute electrolyte that lowers this value makes the band edges more mobile relative to the bulk solution. The extra drop lies in the diffuse layer, so relative to an acceptor at the outer boundary of the Helmholtz layer the shift is still set by $\sigma/C_H$.

## How fixed the edges are in depletion

Differentiating $\sigma_{sc}^2=2\varepsilon qN(\varphi-kT/q)$ gives $2\sigma_{sc}\,d\sigma_{sc}=2\varepsilon qN\,d\varphi$, hence

$$C_{sc}=\frac{\varepsilon qN}{\sigma_{sc}} .$$

At 1 V this is $0.0857\ \mathrm{\mu F/cm^2}$. The fraction is

$$s=\frac{0.0857}{0.0857+20}=0.43\ \%.$$

The finite solution gives the same value. With $R=\sqrt{\gamma^2+2\gamma V'}$, one has $\eta=R-\gamma$ and $2R\,dR=2\gamma\,dV$, so

$$s=\frac{\gamma}{R}.$$

The fraction $s$ describes the next millivolt of bias. The shift accumulated since flat band is a different quantity, as these values show:

- at 0.25 V, $\eta=3.95$ mV, $\eta/V=1.58$ %, $s=0.89$ %;
- at 0.50 V, $\eta=5.76$ mV, $\eta/V=1.15$ %, $s=0.61$ %;
- at 1.00 V, $\eta=8.28$ mV, $\eta/V=0.83$ %, $s=0.43$ %.

Multiplying the present $s$ by the whole bias would underestimate the shift by nearly a factor of two. To see this, use $\eta=R-\gamma$ and $R^2=\gamma^2+2\gamma V'$:

$$\frac{\eta/V}{s}=\frac{(R-\gamma)R}{\gamma V}=\frac{\gamma^2+2\gamma V'-\gamma R}{\gamma V}=\frac{2V'-\eta}{V}.$$

At 1 V this is $1.949-0.008=1.94$. The ratio exceeds one because the depletion layer was thinner, and its capacitance larger, at smaller bias.

Doping enters through $\gamma\propto N$. When $\gamma\ll V'$, the shift is approximately

$$\eta\approx\sqrt{2\gamma V'}=\frac{\sqrt{2\varepsilon qNV'}}{C_H},$$

so a hundredfold increase of $N$ raises it about tenfold. At 1 V the model gives 0.83 mV for $10^{15}\ \mathrm{cm^{-3}}$, 8.28 mV for $10^{17}\ \mathrm{cm^{-3}}$ and 80 mV for $10^{19}\ \mathrm{cm^{-3}}$. The last shift is no longer small compared with $kT/q$. At that doping Boltzmann statistics for the bulk electrons are near or past their limit, depending on the band's effective density of states, so the value is an estimate. The depletion layer is then only about 10 nm wide and the surface field about 1.8 MV/cm, so electrons also tunnel through the layer.

A required accuracy can be turned into a condition on bias. To have $s<\delta$ one needs $R>\gamma/\delta$. Squaring and subtracting $\gamma^2$ gives

$$V'>\frac{\gamma}{2}\left(\frac{1}{\delta^2}-1\right).$$

For $\delta=1$ % and the example's $\gamma$, this means $V'>0.18$ V, or $V$ above about 0.20 V.

## What this does to the electron-transfer calculation

If electrons inside the semiconductor remain close to equilibrium with the bulk, their surface density is $n_s=Ne^{-q\varphi/kT}$. Its logarithm changes with bias as

$$\frac{d\ln n_s}{dV}=-\frac{q}{kT}\frac{d\varphi}{dV}=-\frac{q}{kT}(1-s).$$

The bias needed to lower $n_s$ tenfold is therefore $(kT/q)\ln 10/(1-s)$. Near 0.5 V this is

$$\frac{59.16}{1-0.0061}=59.52\ \mathrm{mV}.$$

Between 0.5 and 1 V the band bending grows from 0.4942 to 0.9917 V. The surface density falls by the factor $\exp(0.4975/0.02569)\approx3\times10^8$, while the surface band edge moves by only 2.5 meV. In absolute terms $n_s$ drops from $4\times10^8$ to about $2\ \mathrm{cm^{-3}}$, so toward 1 V this transfer path carries a negligible current and other processes, such as generation or injection from the solution, can take over. For this path the bias belongs in the electron concentration. The energy difference between band edge and acceptor level can be held constant, with $-q\eta$ as a small correction. Putting the full bias into both places would count it twice.

## A straight Mott–Schottky plot does not prove fixed edges

The static capacitance of the whole junction is $C=d\sigma/dV=C_H\,d\eta/dV$. In depletion without surface states this is $C_H\gamma/R$, so

$$\frac1{C^2}=\frac{\gamma^2+2\gamma V'}{C_H^2\gamma^2}=\frac1{C_H^2}+\frac{2V'}{\varepsilon qN},$$

where the last step uses $\gamma C_H^2=\varepsilon qN$. The plot against $V$ is a straight line, and its slope $2/(\varepsilon qN)$ does not contain $C_H$. The Helmholtz layer shows itself in the intercept. Setting $1/C^2=0$ gives $V'=-\gamma/2$, or

$$V_0=\frac{kT}{q}-\frac{\gamma}{2}.$$

For $N=10^{19}\ \mathrm{cm^{-3}}$, $\gamma$ is a hundred times larger than before, 3.55 mV, and $V_0=25.69-1.77=23.92$ mV. The term $kT/q$ assumes Boltzmann statistics in the bulk; degeneracy at this doping enlarges it without changing the slope. The line is straight and its slope has the ideal value, although the band edges have moved by 80 meV at 1 V. A linear plot is thus compatible with fixed edges but does not establish them.

## Where the edges do move

The general law also says when the bias moves the edges appreciably. The potentials and the fractions $s$ in this section come from a finite-volume solution of the nonlinear Poisson equation, with the Helmholtz layer as boundary condition. The capacitances are the formulas below, evaluated at the computed band bending. The donor density is again $10^{17}\ \mathrm{cm^{-3}}$.

**Accumulation.** For negative $V$ electrons collect at the surface. Write the squared charge as $\sigma_{sc}^2=2\varepsilon kTN\,G(u)$. Differentiation with respect to $\varphi=kT\,u/q$ gives

$$C_{sc}=\frac{\varepsilon qN\,G'(u)}{\sigma_{sc}},\qquad G'(u)=1-e^{-u}.$$

For negative $u$ both $G'$ and $\sigma_{sc}$ are negative, so the capacitance is positive. When $-u$ is large, $|G'|$ grows as $e^{|u|}$ and $|\sigma_{sc}|$ as $e^{|u|/2}$, so $C_{sc}$ grows as $e^{|u|/2}$.

At $V=-0.15$ V the solution gives $\varphi=-0.1325$ V, $\eta=-17.5$ mV and $C_{sc}=7.0\ \mathrm{\mu F/cm^2}$. Then $s=7.0/27.0=26$ %: a quarter of each further millivolt moves the band edges.

**Inversion.** Now let holes stay in equilibrium with the bulk instead of being removed. With a bulk hole-to-electron ratio $r$, the hole density is $rNe^{w}$. Bulk neutrality changes the bracket in $\rho$ to $1-e^{-w}+r(e^w-1)$. Integrating as before adds $r(e^u-u-1)$ to $G$ and $r(e^u-1)$ to $G'$. Even a tiny $r$ matters once $e^u$ is comparable with $1/r$.

For $r=10^{-14}$ and $V=1$ V, $C_{sc}$ is $8.7\ \mathrm{\mu F/cm^2}$ and $s$ is about 30 %, against 0.43 % with the holes removed. The accumulated shift is still only 25 mV, because most of the bias was applied before the holes gathered. Positive bias on an n-type electrode is therefore not sufficient for fixed edges; the fate of the holes matters.

In these two cases the Boltzmann model gives surface carrier densities of about 2 and $3\times10^{19}\ \mathrm{cm^{-3}}$. It needs the effective density of states of the band concerned to be at least comparable, and even then it is only a rough guide: the charge lies within $\varepsilon/C_{sc}\approx1$ nm of the surface, where quantum confinement pushes the carriers inward. With a hard wall at the surface and a free-electron mass, confinement lowers $s$ in the accumulation example from 26 % to about 14 %. In a band with a much smaller one, the carriers are degenerate, and the model overestimates $C_{sc}$ and $s$ substantially. The exponential rise must not be extrapolated far beyond these points.

**Surface states.** Return to removed holes and add a surface level of density $N_t=5\times10^{13}\ \mathrm{cm^{-2}}$, lying 0.4 eV below the Fermi level at flat band. Let it stay in equilibrium with the bulk electrons. Band bending raises it, so its occupancy is

$$f=\frac1{1+e^{(q\varphi-0.4\ \mathrm{eV})/kT}},$$

with level degeneracy taken as one. Each lost electron adds a charge $+q$. With $f_0$ the occupancy at flat band, $\sigma_{ss}=qN_t(f_0-f)$. Since $df/d\varphi=-(q/kT)f(1-f)$,

$$C_{ss}=\frac{q^2N_t}{kT}f(1-f).$$

This is largest at $f=1/2$, when the level crosses the Fermi level.

At $V=0.6$ V the solution has $\varphi=0.399$ V, so the level is about half empty. Its capacitance is $77.9\ \mathrm{\mu F/cm^2}$, nearly four times $C_H$, and $s=80$ %. The response is now closer to that of a metal: only a fifth of each further millivolt goes into band bending, and the rest moves the edges. By then $\eta$ has reached 201 mV.

At $V=1.2$ V the level is empty, $C_{ss}$ is negligible and $s$ is back to 0.48 %. The edges are again nearly fixed, but in a different place. The emptied level contributes

$$\frac{qN_t}{C_H}=400.5\ \mathrm{mV}$$

to $\eta=407.9$ mV, and the depletion charge supplies the remaining 7.4 mV. A small local $s$ thus says that the edges are not moving now; it does not say that they are still at their flat-band position.

These surface-state results assume that the level exchanges carriers only with the conduction band, as in a wide-gap material. If it lies near midgap, emission of holes keeps it partly filled when holes are removed: with $r=10^{-14}$ and equal capture coefficients the occupancy does not fall below about a quarter, and $\eta$ at 1.2 V is near 0.31 V. The results also assume that the level has time to exchange electrons with the bulk. If it is too slow to follow a small alternating voltage, it is missing from the capacitance measured at that frequency, yet it can still displace the edges during a slow change of bias.

For a rate calculation the order of work follows from the charge balance. First find $\sigma(\varphi)$ for the carriers and surface states that can respond. Then solve $V=\varphi+\sigma(\varphi)/C_H$. Use $\varphi$ for the surface electron density and $-q\eta$ for the band-edge shift. This holds while the depletion layer is too wide for tunnelling to dominate; near $10^{19}\ \mathrm{cm^{-3}}$ most electrons cross below the top of the barrier, and $n_s$ no longer sets the rate. In the depletion example the second is a few millielectronvolts; with the charging surface level it is hundreds.
